# Berry curvature, the invariant phase-space measure and the Streda formula: verification in Python

```python
"""
Result under test: for an electron (charge -e) in one band with Berry curvature Om,
  rdot = grad_k(energy)/hbar - kdot x Om
  hbar kdot = -grad_r(energy) - e E - e rdot x B
conserve the measure D d^3r d^3k, D = 1 + (e/hbar) B.Om. States are counted with
D/(2 pi)^d, so a filled 2D band of Chern number C has dn/dB = C e/h at fixed
chemical potential in the gap, and sigma_xy = -e dn/dB = -C e^2/h.
Symbols: beta = e B/hbar (nm^-2), hv = hbar times Dirac velocity (eV nm),
half_gap (eV), b_mass (eV nm^2), a = lattice step (nm). Energies in eV, times in fs.
Lattice band: H = d.sigma, d = (hv sin(kx a)/a, hv sin(ky a)/a, M(k)),
M = half_gap - (2 b_mass/a^2)(2 - cos(kx a) - cos(ky a)).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad

hbar = const.hbar / const.e * 1e15          # eV fs
hv, half_gap, b_mass, a = 0.3, 0.03, 0.15, 2.0
q_main = 1000                               # one flux quantum per q_main cells
beta = 2 * np.pi / (q_main * a**2)
tesla_per_beta = 1e18 * const.hbar / const.e
B_main = beta * tesla_per_beta


def cross_matrix(w):
    return np.array([[0, -w[2], w[1]], [w[2], 0, -w[0]], [-w[1], w[0], 0]])


def motion_matrix(Om, bet):
    """Linear system of the two coupled equations for (rdot, kdot)."""
    mat = np.eye(6)
    mat[:3, 3:] = -cross_matrix(Om)
    mat[3:, :3] = -cross_matrix(bet)
    return mat


# ---- Liouville equation in general 3D fields (dimensionless test units) ----
x, y, z, p1, p2, p3, t = sp.symbols("x y z p1 p2 p3 t", real=True)
R, P = (x, y, z), (p1, p2, p3)


def curl(F, X):
    return [sp.diff(F[2], X[1]) - sp.diff(F[1], X[2]),
            sp.diff(F[0], X[2]) - sp.diff(F[2], X[0]),
            sp.diff(F[1], X[0]) - sp.diff(F[0], X[1])]


charge, hb = 0.8, 1.3
vec_pot = [0.3 * sp.sin(y + t / 2) + 0.2 * z * x,
           0.4 * sp.cos(z - x) * (1 + 0.3 * t),
           0.3 * sp.sin(x * y) + 0.2 * t * x]
scalar_pot = 0.5 * sp.sin(x + 2 * y) - 0.3 * z**2
connection = [0.3 * sp.sin(p2 * p3), 0.4 * sp.cos(p1 + p3), 0.3 * sp.sin(p1 - p2)]
energy3 = ((1 + 0.2 * sp.sin(x + z)) * (p1**2 + sp.cos(p2) + 0.5 * p3 * p1)
           + 0.1 * sp.sin(p2 + y))
E3 = [-sp.diff(scalar_pot, R[i]) - sp.diff(vec_pot[i], t) for i in range(3)]
fields = sp.lambdify(
    (*R, *P, t),
    [sp.diff(energy3, s) / hb for s in P]
    + [-(sp.diff(energy3, R[i]) + charge * E3[i]) / hb for i in range(3)]
    + curl(connection, P) + [charge / hb * c for c in curl(vec_pot, R)], "numpy")


def flow3(point):
    val = np.array(fields(*point), float)
    v, F, Om, bet = val[:3], val[3:6], val[6:9], val[9:]
    mat = motion_matrix(Om, bet)
    return np.linalg.solve(mat, val[:6]), 1 + bet @ Om, v, F, Om, bet, mat


point = np.array([0.3, -0.4, 0.5, 0.7, 0.2, -0.6, 0.1])
vel, D3, v, F, Om, bet, mat = flow3(point)
closed = np.r_[v - np.cross(F, Om) + (v @ Om) * bet,
               F - np.cross(v, bet) + (F @ bet) * Om] / D3
assert np.allclose(vel, closed, atol=1e-12)
assert abs(np.linalg.det(mat) - D3**2) < 1e-12
step = 1e-4
bare_div = weighted_div = dlnD = 0.0
for i in range(7):
    shift = np.zeros(7)
    shift[i] = step
    plus, minus = flow3(point + shift), flow3(point - shift)
    dD = (plus[1] - minus[1]) / (2 * step)
    if i < 6:
        bare_div += (plus[0][i] - minus[0][i]) / (2 * step)
        weighted_div += (plus[1] * plus[0][i] - minus[1] * minus[0][i]) / (2 * step)
        dlnD += vel[i] * dD / D3
    else:
        weighted_div += dD
        dlnD += dD / D3
assert abs(weighted_div) < 1e-6              # finite-difference error
assert abs(bare_div) > 1e-3 and abs(bare_div + dlnD) < 1e-6

# ---- lattice band: curvature and orbital moment from eigenvectors ----
kx, ky = sp.symbols("kx ky", real=True)
dvec = sp.Matrix([hv / a * sp.sin(a * kx), hv / a * sp.sin(a * ky),
                  half_gap - 2 * b_mass / a**2 * (2 - sp.cos(a * kx) - sp.cos(a * ky))])
norm = sp.sqrt(dvec.dot(dvec))
Om_lower = dvec.dot(dvec.diff(kx).cross(dvec.diff(ky))) / (2 * norm**3)
curvature = sp.lambdify((kx, ky), Om_lower, "numpy")


def bloch_vector(k1, k2, mass=half_gap):
    dz = mass - 2 * b_mass / a**2 * (2 - np.cos(a * k1) - np.cos(a * k2))
    return hv / a * np.sin(a * k1), hv / a * np.sin(a * k2), dz


def hamiltonian(k1, k2, mass=half_gap):
    d1, d2, d3 = np.broadcast_arrays(*bloch_vector(k1, k2, mass))
    H = np.empty(d1.shape + (2, 2), complex)
    H[..., 0, 0], H[..., 1, 1] = d3, -d3
    H[..., 0, 1], H[..., 1, 0] = d1 - 1j * d2, d1 + 1j * d2
    return H


def lower_state(k1, k2, mass=half_gap):
    return np.linalg.eigh(hamiltonian(k1, k2, mass))[1][..., :, 0]


def overlap(u, w):
    return np.sum(u.conj() * w, axis=-1)


side = 1e-3
for c1, c2 in [(0.0, 0.0), (0.07, -0.05)]:
    corners = lower_state(c1 + side / 2 * np.array([-1, 1, 1, -1]),
                          c2 + side / 2 * np.array([-1, -1, 1, 1]))
    loop = np.prod(overlap(corners, np.roll(corners, -1, axis=0)))
    assert abs(-np.angle(loop) / side**2 / curvature(c1, c2) - 1) < 1e-3

c1, c2, h = 0.07, -0.05, 1e-5
en, vecs = np.linalg.eigh(hamiltonian(c1, c2))
dH = [(hamiltonian(c1 + h, c2) - hamiltonian(c1 - h, c2)) / (2 * h),
      (hamiltonian(c1, c2 + h) - hamiltonian(c1, c2 - h)) / (2 * h)]
mix = [vecs[:, 1].conj() @ g @ vecs[:, 0] / (en[0] - en[1]) for g in dH]
moment = (np.conj(mix[0]) * (en[1] - en[0]) * mix[1]).imag   # in units e/hbar
assert abs(moment / (en[0] * curvature(c1, c2)) - 1) < 1e-6


def chern(mass, N=100):
    k = 2 * np.pi * np.arange(N) / (N * a)
    u = lower_state(k[:, None], k[None, :], mass)
    ux, uy = np.roll(u, -1, 0), np.roll(u, -1, 1)
    uxy = np.roll(ux, -1, 1)
    loops = overlap(u, ux) * overlap(ux, uxy) * overlap(uxy, uy) * overlap(uy, u)
    return -np.sum(np.angle(loops)) / (2 * np.pi)


C, C_trivial = chern(half_gap), chern(-half_gap)
assert abs(C - 1) < 1e-8 and abs(C_trivial) < 1e-8

# ---- a packet's volume in crossed fields ----
E_field = 2e-4                               # V/nm, along x
packet_energy = -norm + beta * norm * Om_lower   # includes orbital moment term
band_data = sp.lambdify((kx, ky), [sp.diff(packet_energy, kx) / hbar,
                                   sp.diff(packet_energy, ky) / hbar, Om_lower],
                        "numpy", cse=True)


def kdot(k):
    out = np.empty_like(k)
    for i, (k1, k2) in enumerate(k):
        v1, v2, om = band_data(k1, k2)
        rhs = np.array([v1, v2, 0, -E_field / hbar, 0, 0])
        mat = motion_matrix([0, 0, om], [0, 0, beta])
        out[i] = np.linalg.solve(mat, rhs)[3:5]
    return out


eps, dt, n_steps = 1e-4, 1.0, 400
k = np.array([[0, 0], [eps, 0], [-eps, 0], [0, eps], [0, -eps]], float)
for _ in range(n_steps):
    s1 = kdot(k)
    s2 = kdot(k + dt / 2 * s1)
    s3 = kdot(k + dt / 2 * s2)
    s4 = kdot(k + dt * s3)
    k = k + dt / 6 * (s1 + 2 * s2 + 2 * s3 + s4)
k_end = k[0]
# Uniform fields: the full phase-space Jacobian equals the k-space one.
jacobian = np.linalg.det(np.array([k[1] - k[2], k[3] - k[4]]).T / (2 * eps))
Om_peak = curvature(0.0, 0.0)
D_start, D_end = 1 + beta * Om_peak, 1 + beta * curvature(*k_end)
assert abs(jacobian * D_end / D_start - 1) < 1e-4
assert abs(jacobian - 1) > 0.01


# ---- quantum count of states below the gap in a magnetic field ----
def magnetic_levels(q, mass):
    """Landau gauge, ky -> ky + beta x; spin axes turned about z: real matrix."""
    T = np.roll(np.eye(q), 1, axis=1)
    ang = 2 * np.pi * np.arange(q) / q
    S = hv / a * (T - T.T) / 2
    Y = np.diag(hv / a * np.sin(ang))
    Z = (np.diag(mass - 2 * b_mass / a**2 * (2 - np.cos(ang)))
         + b_mass / a**2 * (T + T.T))
    return np.linalg.eigvalsh(np.block([[Z, -S - Y], [S - Y, -Z]]))


counts = []
for q in (250, 500, q_main):
    lev = magnetic_levels(q, half_gap)
    occupied = int(np.sum(lev < 0))
    low_edge, high_edge = lev[occupied - 1], lev[occupied]
    assert high_edge - low_edge > 0.05       # the gap stays open
    field = 2 * np.pi / (q * a**2) * tesla_per_beta
    density_change = (occupied / q - 1) / a**2          # nm^-2
    slope = density_change * 1e18 / field / (const.e / const.h)
    assert abs(slope - C) < 1e-6
    counts.append((q, field, occupied, density_change * 1e14, slope))
trivial_count = int(np.sum(magnetic_levels(250, -half_gap) < 0))
assert trivial_count == 250 + round(C_trivial)

# ---- Hall current from the time-dependent Schroedinger equation ----
N, E_hall, ramp, dt_q = 100, 3e-5, 1000.0, 0.5
grid = 2 * np.pi * np.arange(N) / (N * a)
k1, k2 = grid[:, None], grid[None, :].copy()
psi = lower_state(k1, k2)
up, dn = psi[..., 0].copy(), psi[..., 1].copy()


def ramped_field(time):
    s = time / ramp
    return E_hall * (s - np.sin(2 * np.pi * s) / (2 * np.pi))


for n in range(int(ramp / dt_q)):
    dk = -ramped_field((n + 0.5) * dt_q) * dt_q / hbar
    d1, d2, d3 = bloch_vector(k1, k2 + dk / 2)
    size = np.sqrt(d1**2 + d2**2 + d3**2)
    cos_part = np.cos(size * dt_q / hbar)
    sin_part = -1j * np.sin(size * dt_q / hbar) / size
    up, dn = (cos_part * up + sin_part * (d3 * up + (d1 - 1j * d2) * dn),
              cos_part * dn + sin_part * ((d1 + 1j * d2) * up - d3 * dn))
    k2 = k2 + dk
dH_dkx = (hv * np.cos(a * k1) * 2 * (up.conj() * dn).real
          - 2 * b_mass / a * np.sin(a * k1) * (abs(up)**2 - abs(dn)**2))
sigma_quantum = -2 * np.pi * np.mean(dH_dkx) / (a**2 * E_hall)   # e^2/h
assert abs(sigma_quantum + C) < 5e-3         # time step and ramp errors
assert abs(sigma_quantum + counts[-1][4]) < 5e-3

# ---- metal: conduction band of the massive Dirac cone ----
mu, kT, beta_small = 0.06, 0.005, beta / 10


def fermi(e):
    return 1 / (1 + np.exp((e - mu) / kT))


def dirac(kk):
    return np.sqrt(half_gap**2 + (hv * kk)**2)


def om_up(kk):
    return -hv**2 * half_gap / (2 * dirac(kk)**3)


def integral(g):
    return quad(g, 0, 1.0, epsabs=1e-14, epsrel=1e-12, limit=400)[0]


n_zero = integral(lambda s: s * fermi(dirac(s)) / (2 * np.pi))
levels = np.sqrt(half_gap**2 + 2 * hv**2 * beta_small * np.arange(1, 4000))
n_landau = beta_small / (2 * np.pi) * np.sum(fermi(levels))
slope_landau = (n_landau - n_zero) / (beta_small / (2 * np.pi))
slope_curv = integral(lambda s: s * om_up(s) * fermi(dirac(s)))
slope_moment = integral(lambda s: s * dirac(s) * om_up(s)
                        * fermi(dirac(s)) * (1 - fermi(dirac(s))) / kT)
assert abs(slope_landau - slope_curv - slope_moment) < 1e-3
assert abs(slope_landau + fermi(half_gap) / 2) < 1e-3
assert abs(slope_landau - slope_curv) > 0.1  # curvature alone is not enough

# ---- sizes of neglected effects ----
zener_exponent = np.pi * half_gap**2 / (hv * E_field)
first_order = half_gap + hv**2 * beta / half_gap
full_level = np.sqrt(half_gap**2 + 2 * hv**2 * beta)
zeeman = const.value("Bohr magneton in eV/T") * B_main
kB = const.k / const.e
kT30 = 30 * kB
n_thermal = kT30 * (half_gap + kT30) / (2 * np.pi * hv**2) * np.exp(-half_gap / kT30)
speed = hv / hbar * 1e6                      # m/s
mobility = 0.1                               # m^2/(V s), rough
tau = mobility * half_gap / speed**2 * 1e15  # fs

print(f"3D test: bare divergence = {bare_div:.6f} (dimensionless)")
print(f"3D test: -d ln D/dt = {-dlnD:.6f} (dimensionless)")
print(f"3D test: Liouville residual with D = {weighted_div:.1e} (dimensionless)")
print(f"hbar*velocity = {hv:.2f} eV nm")
print(f"half gap = {half_gap*1e3:.0f} meV")
print(f"b = {b_mass:.2f} eV nm^2")
print(f"lattice step = {a:.1f} nm")
print(f"Dirac velocity = {speed:.3e} m/s")
print(f"magnetic field B = {B_main:.4f} T")
print(f"e B/hbar = {beta:.4e} nm^-2")
print(f"curvature at zone centre = {Om_peak:.2f} nm^2")
print(f"Chern number, inverted band = {C:.6f}")
print(f"Chern number, trivial band = {abs(C_trivial):.6f}")
print(f"packet: electric field = {E_field*1e4:.1f} kV/cm")
print(f"packet: elapsed time = {n_steps*dt:.0f} fs")
print(f"packet: final kx = {k_end[0]:.5f} nm^-1")
print(f"packet: final ky = {k_end[1]:.5f} nm^-1")
print(f"packet: D at start = {D_start:.5f}")
print(f"packet: D at end = {D_end:.5f}")
print(f"packet: volume ratio, trajectories = {jacobian:.5f}")
print(f"packet: D start / D end = {D_start/D_end:.5f}")
for q, field, occ, dens, slope in counts:
    print(f"q = {q}: B = {field:.4f} T, states below gap = {occ}")
    print(f"  density change = {dens:.4e} cm^-2, slope = {slope:.6f} e/h")
print(f"trivial band, q = 250: states below gap = {trivial_count}")
print(f"zero-field density of filled band = {1e14/a**2:.3e} cm^-2")
print(f"e/h = {const.e/const.h*1e-4:.4e} cm^-2/T")
print(f"level below gap at {B_main:.3f} T = {low_edge*1e3:.2f} meV")
print(f"level above gap at {B_main:.3f} T = {high_edge*1e3:.2f} meV")
print(f"Hall conductance, Schroedinger = {sigma_quantum:.5f} e^2/h")
print(f"Hall conductance, -C e^2/h = {-C*const.e**2/const.h*1e6:.3f} uS")
print(f"metal: mu = {mu*1e3:.0f} meV, kT = {kT*1e3:.0f} meV")
print(f"metal: field of Landau sum = {B_main/10:.4f} T")
print(f"metal: dn/dB, Landau levels = {slope_landau:.5f} e/h")
print(f"metal: dn/dB, curvature part = {slope_curv:.5f} e/h")
print(f"metal: dn/dB, moment part = {slope_moment:.5f} e/h")
print(f"metal: dn/dB, both parts = {slope_curv+slope_moment:.5f} e/h")
print(f"Zener exponent = {zener_exponent:.1f}, factor = {np.exp(-zener_exponent):.1e}")
print(f"first Dirac level, linear in B = {first_order*1e3:.2f} meV")
print(f"first Dirac level, full = {full_level*1e3:.2f} meV")
print(f"Zeeman energy (g = 2) = {zeeman*1e3:.3f} meV")
print(f"half gap / kT at 1 K = {half_gap/kB:.0f}")
print(f"thermal electrons at 30 K = {n_thermal*1e14:.2e} cm^-2")
print(f"rough mobility = {mobility*1e4:.0f} cm2/Vs, scattering time = {tau:.1f} fs")
print(f"disorder broadening hbar/tau = {hbar/tau*1e3:.1f} meV")
print(f"mobility times B = {mobility*B_main:.3f}")
print("all good")
```

Output:

```
3D test: bare divergence = 0.060128 (dimensionless)
3D test: -d ln D/dt = 0.060128 (dimensionless)
3D test: Liouville residual with D = -4.9e-10 (dimensionless)
hbar*velocity = 0.30 eV nm
half gap = 30 meV
b = 0.15 eV nm^2
lattice step = 2.0 nm
Dirac velocity = 4.558e+05 m/s
magnetic field B = 1.0339 T
e B/hbar = 1.5708e-03 nm^-2
curvature at zone centre = 50.00 nm^2
Chern number, inverted band = 1.000000
Chern number, trivial band = 0.000000
packet: electric field = 2.0 kV/cm
packet: elapsed time = 400 fs
packet: final kx = -0.03921 nm^-1
packet: final ky = 0.08012 nm^-1
packet: D at start = 1.07854
packet: D at end = 1.03589
packet: volume ratio, trajectories = 1.04117
packet: D start / D end = 1.04117
q = 250: B = 4.1357 T, states below gap = 251
  density change = 1.0000e+11 cm^-2, slope = 1.000000 e/h
q = 500: B = 2.0678 T, states below gap = 501
  density change = 5.0000e+10 cm^-2, slope = 1.000000 e/h
q = 1000: B = 1.0339 T, states below gap = 1001
  density change = 2.5000e+10 cm^-2, slope = 1.000000 e/h
trivial band, q = 250: states below gap = 250
zero-field density of filled band = 2.500e+13 cm^-2
e/h = 2.4180e+10 cm^-2/T
level below gap at 1.034 T = -29.76 meV
level above gap at 1.034 T = 34.20 meV
Hall conductance, Schroedinger = -0.99853 e^2/h
Hall conductance, -C e^2/h = -38.740 uS
metal: mu = 60 meV, kT = 5 meV
metal: field of Landau sum = 0.1034 T
metal: dn/dB, Landau levels = -0.49874 e/h
metal: dn/dB, curvature part = -0.24389 e/h
metal: dn/dB, moment part = -0.25487 e/h
metal: dn/dB, both parts = -0.49876 e/h
Zener exponent = 47.1, factor = 3.4e-21
first Dirac level, linear in B = 34.71 meV
first Dirac level, full = 34.39 meV
Zeeman energy (g = 2) = 0.060 meV
half gap / kT at 1 K = 348
thermal electrons at 30 K = 1.36e+05 cm^-2
rough mobility = 1000 cm2/Vs, scattering time = 14.4 fs
disorder broadening hbar/tau = 45.6 meV
mobility times B = 0.103
all good
```
